# What Complex-Corrected High-Low Capacitance Recovers of a Flat Interface-State Continuum, part 2

High-low analysis finds the density of electron states at an oxide–silicon interface by subtracting a high-frequency capacitance from a static one. States that still follow the high frequency are missed. The silicon is n-type and in depletion, with the same surface potential everywhere under the gate. The states exchange electrons only with the conduction band, whose edge is $E_c$; $E_F$ is the Fermi level.

The density $D$ is constant in energy and is given per eV and cm². With $q$ the number of coulombs in the elementary charge, $qD$ is in F/cm². All capacitances are per unit area, and $V_T=kT/q$ is the thermal voltage. Oscillations carry the factor $e^{+j\omega t}$, and a prime on a capacitance marks its real part.

The majority-carrier time is $\tau=1/(c\,n_s)$, with capture coefficient $c$ and surface electron density $n_s$, and $x=\omega\tau$. A state with equilibrium occupancy $f_0$ relaxes in the time $f_0\tau$, so states higher in energy are faster.

The capacitance on the silicon side of the oxide is $C_s=C_s'-jg$, where $C_D$ is the depletion capacitance, $G$ the parallel conductance of the states, and

$$C_s'=C_D+qD\,\frac{\arctan x}{x},\qquad g=\frac G\omega=qD\,\frac{\ln(1+x^2)}{2x}.$$

Its static value is $C_{s,low}=C_D+qD$. The gate capacitance $C_m=C_m'-jC_m''$ includes the oxide capacitance $C_{ox}$ in series:

$$\frac1{C_m}=\frac1{C_{ox}}+\frac1{C_s}.$$

The complex correction removes the oxide from the complex $C_m$:

$$C_s=\frac{C_{ox}C_m}{C_{ox}-C_m}.$$

The analysis then reports

$$D_{app}=\frac{C_{s,low}-C_{s,high}'}{q}=D\left(1-\frac{\arctan x}{x}\right),$$

that is, $D_{app}=DF(x)$ with recovered fraction $F=1-\arctan(x)/x$. A dimensional argument shows that this fraction depends on $x$ alone, provided the oxide and depletion capacitances are eliminated. If the low curve is taken at a finite frequency $\omega_L$, with $x_L=\omega_L\tau$, the fraction becomes $\arctan(x_L)/x_L-\arctan(x)/x$; for small $x_L$ the additional loss is about $x_L^2/3$.

### If the conductance is ignored

Suppose that the oxide is removed from the real part $C_m'$ alone, as though there were no loss. The error can be found in closed form. Write

$$C_m=\frac{C_{ox}C_s}{C_{ox}+C_s}=C_{ox}-\frac{C_{ox}^2}{C_{ox}+C_s},$$

and let $a=C_{ox}+C_s'$, so that $C_{ox}+C_s=a-jg$. Since $1/(a-jg)=(a+jg)/(a^2+g^2)$, the real part is

$$C_m'=C_{ox}-\frac{C_{ox}^2a}{a^2+g^2}.$$

The real-only correction forms

$$C_r=\frac{C_{ox}C_m'}{C_{ox}-C_m'}=\frac{C_{ox}^2}{C_{ox}-C_m'}-C_{ox}.$$

Insertion of $C_{ox}-C_m'=C_{ox}^2a/(a^2+g^2)$ gives

$$C_r=\frac{a^2+g^2}{a}-C_{ox}=C_s'+\frac{g^2}{a}.$$

The high-frequency capacitance comes out too large, and the density found is reduced further:

$$D_{real}=DF(x)-\frac{g^2}{q\,(C_{ox}+C_s')}.$$

For small $qD$ the last term grows as $D^2$; at larger $qD$ the states also enter its denominator through $C_s'$. The recovered fraction now depends on the ratio of $qD$ to the other capacitances as well as on $x$. The dimensional argument at the start required the oxide and depletion capacitances to be eliminated, and here they are not. The term is small when $qD\ll C_{ox}+C_D$.

### A cure from the same measurement

The complex correction supplies $g$ as well as $C_s'$. Neither $D$ nor $C_D$ enters the ratio

$$R=\frac{C_{s,low}-C_s'}{g}=\frac{2(x-\arctan x)}{\ln(1+x^2)} .$$

It can be solved for $x$ if it is a monotonic function. To show this, let $N=x-\arctan x$ and $M=\tfrac12\ln(1+x^2)$, so that $R=N/M$. Their derivatives are

$$N'=1-\frac1{1+x^2}=\frac{x^2}{1+x^2},\qquad M'=\frac{x}{1+x^2},$$

and hence $N'=xM'$. Both functions vanish at zero, so

$$R(x)=\frac{\int_0^x t\,M'(t)\,dt}{\int_0^x M'(t)\,dt}.$$

This is an average of $t$ over the interval from 0 to $x$ with a positive weight, and it is smaller than $x$. The quotient rule gives $R'=(M'/M)(x-R)>0$. So $R$ rises steadily, from $2x/3$ at small $x$ to about $x/\ln x$ at large $x$, and each measured ratio belongs to one value of $x$. The density then follows as

$$D=\frac{D_{app}}{F(x)} .$$

No separate value of $\tau$ is needed. The price is the assumption that the states have this particular spectrum of times. An error of the capacitance difference enters twice, through $D_{app}$ and through $x$, with opposite signs. In the example below an absolute error of $D_{app}$ reaches $D$ multiplied by only 0.61, a relative one by 0.39, and near $x=2$ it cancels. A relative error of $g$ reaches $D$ multiplied by 0.61 in the example. For small $x$ the result tends to $D\simeq4g^2/(3q^2D_{app})$, so an absolute error of $D_{app}$ returns reversed in sign and magnified by about $1/F$, which makes the correction unreliable there.

### Example: the time constant and the fraction

The example is a thermal oxide on n-type silicon before any passivating anneal, with rough typical values. At 300 K, $V_T=0.02585$ V. The oxide is 10 nm thick, the doping is $N=10^{17}$ cm⁻³, and $D=5\times10^{11}$ eV⁻¹cm⁻². The capture coefficient is the product of a cross section of $10^{-16}$ cm² and a thermal speed of $10^7$ cm/s. The effective density of states in the conduction band is $N_c=2.8\times10^{19}$ cm⁻³. The high frequency is 1 MHz, and the Fermi level at the surface lies 0.25 eV below the conduction band edge.

The surface electron density is

$$n_s=2.8\times10^{19}\,e^{-0.25/0.02585}=1.77\times10^{15}\ \mathrm{cm^{-3}}.$$

This gives $\tau=1/(10^{-16}\cdot10^{7}\cdot1.767\times10^{15})\ \mathrm{s}=0.566$ µs, and $x=2\pi\cdot10^6\cdot0.5658\times10^{-6}=3.555$. Then $\arctan(x)/x=0.365$ and

$$F=1-0.365=0.635 .$$

The analysis reports $D_{app}=3.18\times10^{11}$ eV⁻¹cm⁻² in place of $5\times10^{11}$. More than a third of the states are missing at a frequency of 1 MHz.

### Example: the capacitances

The depletion capacitance follows from Poisson's equation. Let $v$ be the upward band bending at depth $z$. The charge density is $qN(1-e^{-v/V_T})$, donors minus electrons, and $v''=qN(1-e^{-v/V_T})/\varepsilon_s$, where $\varepsilon_s$ is the permittivity of silicon. Multiplication by $v'$ and integration from the neutral bulk, where $v=v'=0$, gives for the field strength $\mathcal E$ at the surface

$$\mathcal E^2=\frac{2qN}{\varepsilon_s}\left[v_s-V_T\left(1-e^{-v_s/V_T}\right)\right].$$

The charge per area is $\varepsilon_s\mathcal E$. Its derivative with respect to the surface value $v_s$ is

$$C_D=\varepsilon_s\frac{d\mathcal E}{dv_s}=\frac{qN\left(1-e^{-v_s/V_T}\right)}{\mathcal E}.$$

In the bulk the Fermi level lies $V_T\ln(N_c/N)=0.1457$ eV below the band edge, so $v_s=0.2500-0.1457=0.1043$ V. With relative permittivities 11.7 for silicon and 3.9 for the oxide, the results are $C_D=0.3185$ and $C_{ox}=0.3453$ µF/cm². The states add $qD=0.0801$ µF/cm² in the static limit.

The capacitances follow, in µF/cm². More digits are kept than the rough parameters deserve, because small differences are needed.

- On the silicon side, the low value is 0.39862 and the high value is 0.34773, with $g=0.02944$.
- At the gate, the low value is 0.18503 and the high value is 0.17357, with loss part 0.00730.

The difference on the silicon side is 0.05089, which is 0.635 of $qD$. If the loss is ignored in removing the oxide, the high value rises by

$$\frac{g^2}{a}=\frac{0.02944^2}{0.3453+0.3477}=0.00125\ \mathrm{\mu F/cm^2}.$$

The density found is then $3.10\times10^{11}$ eV⁻¹cm⁻², or 0.620 of the true one. In this example the complex correction recovers about 1.6 % of $D$. The far larger deficit, 36 %, comes from states that follow 1 MHz, and no treatment of the oxide can remove it.

The ratio for the cure is $R=0.05089/0.02944=1.73$. A numerical root search gives $x=3.555$, and $3.18\times10^{11}/0.635$ returns $5.0\times10^{11}$ eV⁻¹cm⁻².

### A flat density that looks curved

The time $\tau$ grows by a factor $e$ each time the surface Fermi level moves $kT$ further from the band edge. A scan of the gate bias therefore runs through the whole function $F$. For the same flat $D$, cross section, temperature and frequency:

| $E_c-E_F$ (eV) | $x$ | $F$ | $D_{app}$ (eV⁻¹cm⁻²) |
|---|---|---|---|
| 0.20 | 0.51 | 0.076 | $3.8\times10^{10}$ |
| 0.25 | 3.56 | 0.635 | $3.2\times10^{11}$ |
| 0.30 | 24.6 | 0.938 | $4.7\times10^{11}$ |
| 0.35 | 170 | 0.991 | $5.0\times10^{11}$ |

The apparent density drops by more than a factor of ten towards the band edge, although the true one is constant. A decrease of this kind in data analysed by the high-low method is thus no evidence for a decrease of $D$.

Recovery of 90 % requires $x\ge15.04$. At 1 MHz this confines the method to $E_c-E_F\ge0.287$ eV. If the level is held at 0.25 eV instead, the frequency must be at least $15.04/3.555=4.23$ times as high, or 4.23 MHz. Both figures hold for the cross section and temperature of the example and for a truly static low curve. A low curve taken at 100 Hz also sets an upper limit: deeper in the gap the states no longer follow it, and recovery falls below 90 % again beyond about 0.44 eV.

### What the model leaves out

The sensitivity to the time constant follows from

$$\frac{dF}{d\ln x}=\frac{\arctan x}{x}-\frac1{1+x^2},$$

which is $0.365-0.073=0.29$ here. An error of 10 % in $\tau$ moves $F$ by about 0.03. The following estimates change one thing at a time from the base value $F=0.635$.

**Cross section.** A value ten times larger gives $x=0.356$ and $F=0.039$. This is the largest of the changes considered here. If instead the cross section keeps its value at the Fermi level but falls tenfold per 0.2 eV towards the conduction band, numerical integration over energy gives $F=0.635$ again. The states above the Fermi level become slower and are recovered better, those below become faster and are recovered worse, and at this $x$ the two changes nearly cancel.

**Temperature.** At 350 K, with the same $E_c-E_F$ and cross section, $N_c$ scaled as $T^{3/2}$ and the thermal speed as $T^{1/2}$, the fraction falls to 0.115.

**Uneven surface potential.** Fixed charges scattered in the oxide make $n_s$, and hence $\tau$, vary from place to place. The average of $F(xe^{u})$ over a Gaussian distribution of $u$ with standard deviation 2, which means fluctuations of $2kT/q$, is 0.553. This counts only the spread of times. It is the limit of patches narrow compared with the oxide thickness, where the oscillating potential is the same everywhere, the patches add in parallel and their $C_D$ cancels. For wider patches the variation of $C_D$ matters, and it is not small at a band bending of only $4kT/q$. If the patches are wide compared with both the oxide thickness and the depletion width $\varepsilon_s/C_D\approx33$ nm, which here means a few hundred nanometres or more, each has its own $C_D$ in series with the oxide, the more depleted and slower patches weigh more at the gate, and the extracted fraction is 0.67 instead. Such a spread also changes the ratio $R$: the cure applied unchanged returns 0.74 of $D$ in the first estimate and 0.84 in the second, so it then needs an averaged form of both signals.

**Sloping density.** If $D$ doubles per 0.2 eV towards the conduction band, the reported density is 0.599 of its value at the Fermi level. The method recovers the slower, lower-lying states best, and these are now the less numerous ones.

**Calibration.** An error of the high curve is multiplied by $dC_s/dC_m=(1+C_s/C_{ox})^2$, about $(1+0.348/0.345)^2=4.0$. A high reading 0.5 % too large lowers the fraction to 0.592.

**Series resistance.** A wafer 500 µm thick with mobility 700 cm²/Vs has a resistance of 4.46 mΩ cm² for current straight through it. Left uncorrected, this raises the fraction to 0.643, and because it also adds to $g$, the cure then returns a density 8 % too high. Contacts and leads would add to it.

**Traps inside the oxide.** Electrons reach them by tunnelling, with a time that grows as $e^{2\kappa z}$ with distance $z$ from the silicon. For a barrier of 3.1 eV and a mass of 0.42 electron masses, $\kappa=\sqrt{2m\phi}/\hbar$, where $m$ and $\phi$ are that mass and barrier. Between a low frequency of 100 Hz and 1 MHz the front of responding traps moves by at most $\ln(10^4)/(2\kappa)$. With an assumed $10^{17}$ traps per eV and cm³ this would add $7.9\times10^{9}$ eV⁻¹cm⁻² to the reported density, 1.6 % of $D$. If the time at $z=0$ is $\tau$, then $\omega\tau>1$ already at the interface at 1 MHz, and integration over depth gives $7.3\times10^{9}$ eV⁻¹cm⁻², 1.5 % of $D$. Both figures place the trapped charge at the interface. A trap at depth $z$ feels a swing larger by the factor $1+zC_s/\varepsilon_{ox}$, with $\varepsilon_{ox}$ the permittivity of the oxide. This factor enters squared and raises the second figure to $8.0\times10^{9}$ eV⁻¹cm⁻², 1.6 % of $D$.

Several other effects are negligible for the fraction. At the level of the example a low curve taken at 100 Hz loses $4\times10^{-8}$ of $D$, though at 0.45 eV it would lose 16 %. With an intrinsic density of $10^{10}$ cm⁻³, holes at the surface are fewer than electrons by a factor of $3\times10^{-11}$, so their capture is unimportant unless their coefficient is larger by many orders of magnitude. About 4 % of the donors in the bulk are neutral if their level lies 45 meV below the band. That alters $C_D$ slightly, but $C_D$ cancels. The depletion charge produces an oxide field of 0.15 MV/cm, far below breakdown at roughly 10 MV/cm.

### The example beside real interfaces

Densities between roughly $10^{11}$ and $10^{12}$ eV⁻¹cm⁻² are usual for thermal oxides on silicon before a hydrogen anneal, and a good anneal brings them to the order of $10^{10}$. The model's fraction $F$ does not depend on $D$, but the usefulness of the method does. At $10^{10}$ eV⁻¹cm⁻² the difference on the silicon side would be fifty times smaller than here, about 0.001 µF/cm². The calibration error of 0.5 % alone would then correspond to about 0.003 µF/cm² and would hide it. The capture cross section is poorly known in a real device, and a factor of ten or more either way is plausible; a tenfold increase takes the fraction from 0.64 to 0.04. The flat density is an idealisation, above all before the anneal, when dangling bonds give peaks within the gap. For a Gaussian peak 0.15 eV wide at half height and centred on the Fermi level, the reported density is 0.54 of the peak value. The surface potential is not uniform either. Fluctuations of $2kT/q$ take the fraction from 0.64 to 0.55 if only the spread of times is counted, and to 0.67 for wide patches with their own $C_D$, so even the sign of the change depends on the lateral scale of the fluctuations. A measured high-low density near a band edge should therefore be accompanied by a time constant obtained at the same bias and temperature, for instance from the conductance.

Numerical values quoted here were computed with a short program.
